# Soft photons from a narrow charged resonance: when external legs suffice

## Definitions and conventions

The metric is $(+,-,-,-)$ and $\hbar=c=1$. A neutral source of invariant mass $E$, which plays the part of the collision energy, produces a stable charged particle and a narrow charged resonance, which then decays:

$$X\to Y^-+R^+,\qquad R^+\to c^++n^0 .$$

All particles are scalars and both hard vertices are constants. The resonance has mass $M$ and width $\Gamma$. The pair $c\,n$ has momentum $P=p_c+p_n$, and $s=P^2$. The resonance propagator is $i/D(s)$ with

$$D(s)=s-M^2+iM\Gamma .$$

The width is taken as constant, which the argument will use.

One photon of momentum $k$ is emitted, with $k^2=0$. Its energy in the rest frame of the pair is $\omega=P\cdot k/\sqrt s$. For soft photons and a pair mass near $M$ this is the energy in the resonance rest frame. "Soft" means that $\omega$ and $\Gamma$ are far below $M$ and below the energies released in production and in decay.

The quantity computed is $\omega\,dN/d\omega$, where $dN$ is the tree-level rate with one photon in $d\omega$ divided by the rate without a photon. Both rates are taken at a fixed direction of $c$ in the pair rest frame and integrated over $s$ across the resonance line.

The external-leg soft factor is built from the stable charged particles alone. With charges in units of $e$, its current is

$$J_{\rm ext}^\mu=\frac{p_c^\mu}{p_c\cdot k}-\frac{p_Y^\mu}{p_Y\cdot k}.$$

The claim to be examined is that this factor gives the spectrum whenever $\omega\ll E$.

## A case where the factor predicts nothing

Take the round model parameters $E=320$ GeV, $M=100$ GeV, $m_Y=180$ GeV, $m_c=m_n=30$ GeV and $\Gamma=1$ MeV. In the resonance rest frame, $E^2=(p_Y+P)^2=m_Y^2+M^2+2ME_Y$, so

$$E_Y=\frac{E^2-M^2-m_Y^2}{2M}=\frac{102400-10000-32400}{200}\ \text{GeV}=300\ \text{GeV},$$

and $p_Y=\sqrt{300^2-180^2}=240$ GeV. The decay products have equal masses, so $E_c=M/2=50$ GeV and $p_c=\sqrt{50^2-30^2}=40$ GeV. Both $Y$ and $c$ therefore have speed $0.8$.

Choose the decay in which $c$ flies along $Y$. The ratio $p^\mu/(p\cdot k)$ depends on the velocity of a particle and not on its mass. At $s=M^2$, and with photon recoil neglected, the two terms of $J_{\rm ext}$ are then equal and cancel. Two opposite charges that move together do not radiate, and the external-leg factor predicts zero photons at every soft $\omega$.

### The three diagrams

A charge that leaves with momentum $p$ had momentum $p+k$ before emission. Its propagator denominator is $(p+k)^2-m^2=2p\cdot k$, and its vertex is proportional to $(2p+k)^\mu$. If $Y$ emits, the resonance carries $P$. If $c$ emits, it carries $P+k$. If the resonance itself emits, it has both propagators. Write $D=D(s)$ and $D'=D((P+k)^2)$. Apart from common factors, the amplitude is

$$A^\mu=-\frac{(2p_Y+k)^\mu}{2p_Y\cdot k}\frac1D+\frac{(2p_c+k)^\mu}{2p_c\cdot k}\frac1{D'}+\frac{(2P+k)^\mu}{DD'} .$$

The last sign follows from the factors of $i$. An external emission has a vertex $-ieQ(2p+k)^\mu$ and an extra propagator $i/(2p\cdot k)$, with product $eQ(2p+k)^\mu/(2p\cdot k)$. Emission from $R$ has a vertex $-ie(2P+k)^\mu$ and $(i/D)(i/D')$, with product $i\,e(2P+k)^\mu/(DD')$. The common $i$ is that of the single resonance propagator in the other two diagrams.

Since $(P+k)^2=s+2P\cdot k$ and the width is constant, $D'-D=2P\cdot k$. Hence

$$\frac1{DD'}=\frac{1}{2P\cdot k}\,\frac{D'-D}{DD'}=\frac1{2P\cdot k}\left(\frac1D-\frac1{D'}\right).$$

Insert this in the third term, and write $(2p+k)^\mu/(2p\cdot k)=p^\mu/(p\cdot k)+k^\mu/(2p\cdot k)$ everywhere. Then

$$A^\mu=\frac{J_p^\mu}{D}+\frac{J_d^\mu}{D'}+(\text{a multiple of }k^\mu),$$

$$J_p^\mu=\frac{P^\mu}{P\cdot k}-\frac{p_Y^\mu}{p_Y\cdot k},\qquad J_d^\mu=\frac{p_c^\mu}{p_c\cdot k}-\frac{P^\mu}{P\cdot k}.$$

Each current is conserved by itself, $k\cdot J_p=k\cdot J_d=1-1=0$, and $J_p+J_d=J_{\rm ext}$. The photon polarization sum gives $-A^*\cdot A$. The multiple of $k^\mu$ drops out of it, because $k^2=0$ and $k\cdot J_p=k\cdot J_d=0$.

### Integration over the line

For $c$ along $Y$ we have $J_d=-J_p$, so

$$-A^*\cdot A=-J_p^2\left|\frac1D-\frac1{D'}\right|^2 .$$

This vanishes only as far as $D'$ may be replaced by $D$. Near the line $D'-D\simeq2M\omega$, while $|D|$ is of order $M\Gamma$. The energy with which $\omega$ must be compared is therefore $\Gamma$.

To integrate over $s$, hold the slowly varying currents and phase-space factors at their values at $s=M^2$, and extend the limits to infinity. The range of $s$ actually accepted must contain the peaks of both propagators and extend many widths beyond them on each side, because the tails of the line fall off slowly. The integrals of $1/|D|^2$ and $1/|D'|^2$ are both $\pi/(M\Gamma)$, since one is a shift of the other. In the cross term,

$$\int\frac{ds}{D\,D'^*}=\int\frac{ds}{(s-M^2+iM\Gamma)(s+2M\omega-M^2-iM\Gamma)} .$$

The integrand falls as $1/s^2$, so the contour can be closed in the upper half plane. The pole there is at $s=M^2-2M\omega+iM\Gamma$, and its residue gives

$$\frac{2\pi i}{-2M\omega+2iM\Gamma}=\frac{\pi}{M\Gamma}\,\frac1{1+i\omega/\Gamma}.$$

Relative to the line without a photon, the overlap is $\chi=1/(1+i\omega/\Gamma)$, with

$$\mathrm{Re}\,\chi=\frac{\Gamma^2}{\Gamma^2+\omega^2}.$$

The normalized integral of $|1/D-1/D'|^2$ is therefore

$$1+1-2\,\mathrm{Re}\,\chi=\frac{2\omega^2}{\Gamma^2+\omega^2}.$$

### Photon angles

With $e^2=4\pi\alpha$ and $d^3k=\omega^2d\omega\,d\Omega$, a current $J$ gives

$$dN=-e^2J^2\frac{d^3k}{(2\pi)^32\omega}=\frac{\alpha}{4\pi^2}(-J^2)\,\omega\,d\omega\,d\Omega .$$

For $J_p$, work in the resonance rest frame with $v=p_Y/E_Y$ and $z$ the cosine of the angle between photon and $Y$. There $P\cdot k=M\omega$, $P\cdot p_Y=ME_Y$ and $p_Y\cdot k=E_Y\omega(1-vz)$. Squaring the current gives

$$-\omega^2J_p^2=\frac{2}{1-vz}-1-\frac{1-v^2}{(1-vz)^2}.$$

The averages over $z$ from $-1$ to $1$ are

$$\frac12\int\frac{dz}{1-vz}=\frac{1}{2v}\ln\frac{1+v}{1-v}=\frac{\operatorname{artanh}v}{v},\qquad \frac12\int\frac{dz}{(1-vz)^2}=\frac1{1-v^2}.$$

The average of $-\omega^2J_p^2$ is thus $2S_p$ with

$$S_p=\frac{\operatorname{artanh}v}{v}-1 .$$

Multiplication by $4\pi\cdot\alpha/(4\pi^2)$ gives $\omega\,dN/d\omega=(2\alpha/\pi)S_p$ for the production current alone. The same steps with $c$ in place of $Y$ give $S_d$. At speed $0.8$, $\operatorname{artanh}0.8=\tfrac12\ln9=\ln3$, so

$$S_p=S_d=\frac{\ln3}{0.8}-1=0.3733 .$$

### The spectrum

Define $S(\omega)$ by $\omega\,dN/d\omega=(2\alpha/\pi)S(\omega)$. For $c$ along $Y$,

$$S(\omega)=2S_p\,\frac{\omega^2}{\Gamma^2+\omega^2}.$$

The table compares this with a direct numerical integration of $-A^*\cdot A$ from the three diagrams. That integration keeps the exact four-body kinematics, photon recoil included. It uses Gauss–Legendre quadrature over the photon angle and over the pair mass, in a window reaching 2 GeV beyond the propagator peaks. In pair-frame variables the three-body production phase space is proportional to $s\,d\omega\,dE_Y$, and the factor $s$ matters at order $\omega/M$. Widening the window to 10 GeV lowers the last two entries of the diagram column by about $10^{-4}$.

| $\omega/\Gamma$ | $S$, diagrams | $S$, formula |
|---|---|---|
| 0.1 | 0.0074 | 0.0074 |
| 1 | 0.3733 | 0.3733 |
| 10 | 0.7389 | 0.7391 |
| 100 | 0.7434 | 0.7465 |

The last row is a photon of 100 MeV, whose energy is $3.1\times10^{-4}$ of the source mass. By the criterion $\omega\ll E$ it is very soft, yet the external-leg prediction for it is zero. The formula lies 0.4% above the diagrams there. Recoil corrections should be of order $\omega$ over the energy release, which is $320-280=40$ GeV in production and $100-60=40$ GeV in decay. This ratio is 0.25%, the same order as the difference. With the width reduced to 1 keV the deficit is 0.21%, 0.43% and 0.86% at 50, 100 and 200 MeV. It is linear in $\omega$ and survives at small $\Gamma$, as a recoil correction should.

The number of photons between $\omega_1=10$ MeV and $\omega_2=100$ MeV follows from $\int\omega\,d\omega/(\Gamma^2+\omega^2)=\tfrac12\ln(\Gamma^2+\omega^2)$:

$$N=\frac{2\alpha}{\pi}\,2S_p\cdot\frac12\ln\frac{\Gamma^2+\omega_2^2}{\Gamma^2+\omega_1^2}=7.97\times10^{-3},$$

with $2\alpha/\pi=4.646\times10^{-3}$. Integrating the diagram spectrum over $\ln\omega$ by six-point Gauss quadrature gives $7.96\times10^{-3}$.

## The general statement

Let a neutral source produce a resonance of charge $Q$ together with stable charges $Q_i$, and let the resonance decay to stable particles with charges $Q_j$. Charge conservation requires $\sum_iQ_i+Q=0$ and $\sum_jQ_j=Q$. Define

$$J_p^\mu=\sum_iQ_i\frac{p_i^\mu}{p_i\cdot k}+Q\frac{P^\mu}{P\cdot k},\qquad J_d^\mu=\sum_jQ_j\frac{p_j^\mu}{p_j\cdot k}-Q\frac{P^\mu}{P\cdot k},$$

$$S_{ab}=-\frac{\omega^2}{8\pi}\int d\Omega\,J_a\cdot J_b ,$$

where $P$ is now the total momentum of the decay products and the angles are those of the rest frame of $P$. For scalars with constant hard vertices and constant width, at tree level and leading order in the soft regime, the line-integrated spectrum at fixed production and decay configurations is

$$\omega\frac{dN}{d\omega}=\frac{2\alpha}{\pi}\left[S_{pp}+S_{dd}+2S_{pd}\frac{\Gamma^2}{\Gamma^2+\omega^2}\right].$$

The external-leg factor corresponds to $S_{\rm ext}=S_{pp}+S_{dd}+2S_{pd}$. It differs from the true bracket by $2S_{pd}\,\omega^2/(\Gamma^2+\omega^2)$. Unless $|S_{pd}|$ happens to be small against $S_{\rm ext}$, it therefore requires $\omega\ll\Gamma$. Where $S_{\rm ext}$ vanishes, as for $c$ along $Y$ above, that condition makes only the absolute error small. For $\omega\gg\Gamma$ the spectrum is the sum of two independent ones, from production and from decay.

### Proof

Emission from any production leg leaves the resonance with momentum $P$ and gives $1/D$. Emission from any decay leg gives $1/D'$. Emission from the resonance gives $Q(2P+k)^\mu/(DD')$, which the partial-fraction identity divides between the two. The amplitude is again $J_p^\mu/D+J_d^\mu/D'$ plus a multiple of $k^\mu$. The two charge sums give $k\cdot J_p=\sum_iQ_i+Q=0$ and $k\cdot J_d=\sum_jQ_j-Q=0$, so that multiple drops out. The currents are real, and therefore

$$-A^*\cdot A=-\frac{J_p^2}{|D|^2}-\frac{J_d^2}{|D'|^2}-2J_p\cdot J_d\,\mathrm{Re}\frac1{DD'^*}.$$

Integration over $s$, divided by $\pi/(M\Gamma)$, replaces the three propagator factors by $1$, $1$ and $\Gamma^2/(\Gamma^2+\omega^2)$. The photon measure $\alpha\,\omega\,d\omega\,d\Omega/(4\pi^2)$ and the definition of $S_{ab}$ then give the prefactor $(\alpha/4\pi^2)\,8\pi=2\alpha/\pi$. This completes the proof.

### Limits

For $\omega\ll\Gamma$ the bracket is $S_{\rm ext}-2S_{pd}\,\omega^2/\Gamma^2+\dots$, apart from recoil corrections. The leading soft theorem is thus intact as $\omega\to0$. What fails is the assumption that $E$ sets its range. The limits do not commute: $\omega\to0$ at fixed $\Gamma$ gives the external-leg result, while $\Gamma\to0$ at fixed $\omega$ gives independent radiation.

## Why the two stages become independent

**In time.** Treat the charges classically, with $R$ at rest at the origin from time $0$ to its decay at time $t$. Its contribution to the Fourier-transformed current is $\int_0^te^{i\omega\tau}d\tau=(i/\omega)(1-e^{i\omega t})$. The decay charge starts from the same point at time $t$, so its contribution carries the factor $e^{i\omega t}$. The total is proportional to $J_p+e^{i\omega t}J_d$. With decay times distributed as $\Gamma e^{-\Gamma t}$, the interference is multiplied by

$$\int_0^\infty\Gamma e^{-\Gamma t}\cos\omega t\,dt=\mathrm{Re}\,\frac{\Gamma}{\Gamma-i\omega}=\frac{\Gamma^2}{\Gamma^2+\omega^2},$$

the same factor as before. A photon with $\omega\ll\Gamma$ does not resolve the lifetime. One with $\omega\gg\Gamma$ meets a random phase.

**In mass.** A production photon leaves the pair at $s=M^2$. A decay photon requires $(P+k)^2=M^2$, which puts the pair mass near $M-\omega$. For $\omega\gg\Gamma$ these are separate peaks and hence distinguishable final states. At $\omega=100\,\Gamma$, with $c$ opposite to $Y$, splitting the diagram integral midway between the peaks gives $0.372$ from the upper side and $0.371$ from the lower, close to $S_p=S_d=0.373$.

## The opposite decay direction

When $c$ flies opposite to $Y$, the external charges have relative velocity $v_{\rm rel}=(0.8+0.8)/(1+0.64)=0.9756$. The angular formula found above applies to this pair too. Since $d^3k/\omega=\omega\,d\omega\,d\Omega$ is invariant, $d\Omega$ scales as $1/\omega^2$ between frames. As $J^2$ is a Lorentz scalar, $\omega^2J^2d\Omega$ is then the same in all frames, and the integral may be done in the rest frame of one of the charges. Velocity addition doubles the artanh, so

$$S_{\rm ext}=\frac{2\ln3}{0.9756}-1=1.252,\qquad 2S_{pd}=1.25216-0.74653=0.506 .$$

The external-leg factor now predicts too much. The diagrams give $S=1.247$ at $\omega=0.1\,\Gamma$, $0.999$ at $\Gamma$, $0.797$ at $3\,\Gamma$ and $0.751$ at $10\,\Gamma$. According to the formula, the spectrum is 1% below $S_{\rm ext}$ already at $\omega=0.16\,\Gamma$.

## Where the failure is hidden or moved

**All decay directions summed.** A scalar resonance decays isotropically in its rest frame. The average of $p_c^\mu/(p_c\cdot k)$ over decay directions can depend on $P$ and $k$ alone, so it has the form $aP^\mu+bk^\mu$. Contraction with $k$ gives $1=a\,P\cdot k$. The average of $J_d$ is then $bk^\mu$, and $J_p\cdot k=0$ removes the interference. The direction-averaged $S_{\rm ext}$ is $0.7465=S_p+S_d$. The averaged diagrams give $0.7465$ at $0.1\,\Gamma$ and $0.7462$ at $10\,\Gamma$. In this sum the external-leg factor remains right above $\Gamma$, because the interference it includes has averaged to zero. A cut on the decay direction can bring the failure back.

**Fixed pair mass.** If $s$ is held fixed and the rate is compared with the photonless rate at the same $s$, the current is $J_p+rJ_d$ with $r=D/D'$, and

$$S=S_p+|r|^2S_d+2S_{pd}\,\mathrm{Re}\,r .$$

On resonance, at $s=M^2$, $r=i\Gamma/(2\omega+i\Gamma)=1/(1-2i\omega/\Gamma)$, so coherence requires $2\omega\ll\Gamma$. At $\omega=3\,\Gamma$ both $|r|^2$ and $\mathrm{Re}\,r$ equal $1/37$. With $c$ opposite to $Y$ this gives $S=0.397$, little more than production alone, since the decay photons have moved to lower pair mass.

At a distance $\delta=\sqrt s-M$ from resonance with $|\delta|\gg\Gamma$, $r\simeq1/(1+\omega/\delta)$ as long as $|\delta+\omega|\gg\Gamma$. The condition for the external-leg factor becomes $\omega\ll|\delta|$. At $\delta=50\,\Gamma$ and $\omega=3\,\Gamma$ the diagrams give $1.182$, which is 6% below $S_{\rm ext}$. The line-integrated value at the same $\omega$ is 36% below it. For negative $\delta$, a photon with $\omega\simeq|\delta|$ puts $D'$ on resonance and enhances the decay radiation.

**Another frame.** The energy in the criterion is $\omega=P\cdot k/M=\gamma\omega_X(1-\beta\cos\theta)$. Here $\omega_X$ is the photon energy in the source frame, $\theta$ its angle to the resonance, and $\beta$ and $\gamma$ the speed and Lorentz factor of the resonance. In the example $\gamma=1.25$ and $\beta=0.6$. The crossover $\omega=\Gamma$ then lies at $\omega_X=2$ MeV for photons along the resonance and at $0.5$ MeV for photons opposite to it. In a spectrum at fixed $\omega_X$, the factor $\Gamma^2/(\Gamma^2+\omega^2)$ must stay inside the angular integral.
